# Raman shift of a biaxially strained (001) silicon film: a program that tests the result

```python
"""Raman shift of a diamond-structure (001) film under equal biaxial strain.

Result under test, to first order in the in-plane strain e:
  eps_zz = -2 k e,  k = C12/C11  (free surface)
  singlet (vibration along z):  lambda_s = p eps_zz + 2 q e
  doublet (vibration in plane): lambda_d = p e + q (e + eps_zz)
  frequency shift = omega_0 * lambda / 2, with lambda, p, q in omega_0^2.
p, q: strain derivatives of the squared optical-phonon frequency.
The formulas are tested on a model crystal with anharmonic bonds and
angular forces, then evaluated for silicon with the given p and q.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants
from scipy.optimize import brentq

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
AXES = np.eye(3)
ZERO = np.zeros(3)


def biaxial_lambdas(p, q, k, e):
    """Derived formulas: normal strain, singlet and doublet lambda."""
    ezz = -2 * k * e
    return ezz, p * ezz + 2 * q * e, p * e + q * (e + ezz)


# ---------- model crystal: energy per cell, bond length 1 ----------
def energy(strain, u):
    """strain: diagonal strains; u: relative sublattice displacement."""
    d = BONDS * (1 + np.asarray(strain)) + u
    r = np.linalg.norm(d, axis=1)
    stretch = np.sum((1 - np.exp(-1.5 * (r - 1)))**2)
    n = d / r[:, None]
    cosines = (n @ n.T)[np.triu_indices(4, 1)]
    return stretch + 0.5 * np.sum((cosines + 1 / 3)**2)


def hessian(strain, h=1e-3):
    """Force-constant matrix of the zone-centre optical vibration."""
    result = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            a, b = h * AXES[i], h * AXES[j]
            result[i, j] = (energy(strain, a + b) - energy(strain, a - b)
                            - energy(strain, b - a)
                            + energy(strain, -a - b)) / (4 * h * h)
    return result


def relaxed_strain(e):
    """Strain with eps_zz chosen so that the energy is stationary."""
    h = 1e-4

    def slope(z):
        return (energy([e, e, z + h], ZERO) - energy([e, e, z - h], ZERO)) / (2 * h)
    return np.array([e, e, brentq(slope, -0.05, 0.05, xtol=1e-13)])


def mode_values(strain):
    """Singlet and mean doublet eigenvalue, sorted by eigenvector."""
    values, vectors = np.linalg.eigh(hessian(strain))
    s = int(np.argmax(np.abs(vectors[2])))
    assert abs(vectors[2, s]) > 0.999
    doublet = np.delete(values, s)
    assert abs(doublet[0] - doublet[1]) < 1e-6
    return values[s], doublet.mean()


step = 1e-3
K0 = hessian(ZERO)[0, 0]
assert np.allclose(hessian(ZERO), K0 * np.eye(3), atol=1e-6)
dK_x = (hessian(step * AXES[0]) - hessian(-step * AXES[0])) / (2 * step * K0)
p_model, q_model = dK_x[0, 0], dK_x[1, 1]
assert abs(dK_x[2, 2] - q_model) < 1e-4

C11 = (energy(step * AXES[0], ZERO) + energy(-step * AXES[0], ZERO)
       - 2 * energy(ZERO, ZERO)) / step**2
C12 = sum(s * t * energy(step * (s * AXES[0] + t * AXES[1]), ZERO)
          for s in (1, -1) for t in (1, -1)) / (4 * step**2)
k_model = C12 / C11

# Predicted slopes against relaxed, diagonalized model crystal
plus, minus = relaxed_strain(step), relaxed_strain(-step)
ezz_slope = (plus[2] - minus[2]) / (2 * step)
mode_slopes = (np.array(mode_values(plus))
               - np.array(mode_values(minus))) / (2 * step * K0)
predicted = biaxial_lambdas(p_model, q_model, k_model, 1.0)
assert abs(ezz_slope - predicted[0]) < 1e-3
assert np.allclose(mode_slopes, predicted[1:], atol=2e-3)

# No internal force and no mode mixing under biaxial strain
film = relaxed_strain(0.01)
force = [(energy(film, 1e-4 * a) - energy(film, -1e-4 * a)) / 2e-4 for a in AXES]
assert np.max(np.abs(force)) < 1e-9
K_film = hessian(film)
assert np.max(np.abs(K_film - np.diag(np.diag(K_film)))) < 1e-7

# ---------- number of constants allowed by the site symmetry ----------
bond_set = {tuple(np.sign(b).astype(int)) for b in BONDS}
group = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        g = np.diag(signs) @ np.eye(3, dtype=int)[list(order)]
        if {tuple(g @ np.array(b)) for b in bond_set} == bond_set:
            group.append(g)
characters = [(np.trace(g)**2 + np.trace(g @ g)) / 2 for g in group]
n_constants = np.mean(np.square(characters))
assert len(group) == 24 and abs(n_constants - 3) < 1e-12


# ---------- Raman selection rule in the strained film ----------
def polarizability(u):
    d = BONDS * (1 + film) + u
    r = np.linalg.norm(d, axis=1)
    n = d / r[:, None]
    return np.einsum('b,bi,bj->ij', r**4, n, n)


raman = np.array([(polarizability(1e-4 * a) - polarizability(-1e-4 * a)) / 2e-4
                  for a in AXES])
in_plane = raman[:, :2, :2]
assert np.max(np.abs(in_plane[:2])) < 1e-8
assert abs(in_plane[2, 0, 1]) > 0.1
assert np.max(np.abs(np.diag(in_plane[2]))) < 1e-8
assert abs(raman[0, 1, 2]) > 0.1 and abs(raman[1, 0, 2]) > 0.1

# ---------- silicon example ----------
p, q = -1.43, -1.89          # given, in omega_0^2
omega0 = 520.0               # cm^-1, rough material input
k = 0.39                     # C12/C11, rough material input
e = 0.01
ezz, lam_s, lam_d = biaxial_lambdas(p, q, k, e)
shift_s, shift_d = omega0 * lam_s / 2, omega0 * lam_d / 2
part_p, part_q = omega0 * p * ezz / 2, omega0 * q * e
root_shift = omega0 * (np.sqrt(1 + lam_s) - 1)
second_order = -omega0 * lam_s**2 / 8
assert abs(root_shift - shift_s - second_order) < 0.002
assert abs(shift_s + 7) < 0.5
k_effect = omega0 * (biaxial_lambdas(p, q, k + 0.01, e)[1] - lam_s) / 2
to_meV = constants.h * constants.c * 100 / constants.e * 1000

model_full = np.sqrt(mode_values(film)[0] / K0) - 1
model_linear = predicted[1] * e / 2

print("SILICON EXAMPLE")
print(f"given p, q: {p:.2f}, {q:.2f} omega_0^2")
print(f"rough input omega_0: {omega0:.0f} cm^-1")
print(f"rough input C12/C11: {k:.2f}")
print(f"in-plane strain e: {e:.4f}")
print(f"normal strain eps_zz: {ezz:.5f}")
print(f"lambda singlet: {lam_s:.6f} omega_0^2")
print(f"lambda doublet: {lam_d:.6f} omega_0^2")
print(f"p contribution to singlet shift: {part_p:.2f} cm^-1")
print(f"q contribution to singlet shift: {part_q:.2f} cm^-1")
print(f"singlet shift: {shift_s:.2f} cm^-1")
print(f"singlet shift: {shift_s * to_meV:.3f} meV")
print(f"singlet line position: {omega0 + shift_s:.1f} cm^-1")
print(f"doublet shift: {shift_d:.2f} cm^-1")
print(f"singlet minus doublet: {shift_s - shift_d:.2f} cm^-1")
print(f"singlet shift per unit strain: {shift_s / e:.0f} cm^-1")
print(f"wrong shift if eps_zz omitted: {part_q:.2f} cm^-1")
print(f"change if C12/C11 rises by 0.01: {k_effect:.3f} cm^-1")
print(f"shift with square root kept: {root_shift:.2f} cm^-1")
print(f"second-order root term: {second_order:.3f} cm^-1")
print("MODEL CRYSTAL (not silicon)")
print(f"p, q: {p_model:.4f}, {q_model:.4f} omega_0^2")
print(f"C12/C11: {k_model:.4f}")
print(f"eps_zz/e relaxed, formula: {ezz_slope:.4f}, {predicted[0]:.4f}")
print(f"singlet lambda/e numeric, formula: {mode_slopes[0]:.4f}, "
      f"{predicted[1]:.4f} omega_0^2")
print(f"doublet lambda/e numeric, formula: {mode_slopes[1]:.4f}, "
      f"{predicted[2]:.4f} omega_0^2")
print(f"relative singlet shift at e=0.01, full: {100 * model_full:.4f} percent")
print(f"relative singlet shift at e=0.01, linear: {100 * model_linear:.4f} percent")
print(f"site-group operations: {len(group)}")
print(f"independent constants in K_ijkl: {n_constants:.0f}")
print("tests ok")
```

Output:

```
SILICON EXAMPLE
given p, q: -1.43, -1.89 omega_0^2
rough input omega_0: 520 cm^-1
rough input C12/C11: 0.39
in-plane strain e: 0.0100
normal strain eps_zz: -0.00780
lambda singlet: -0.026646 omega_0^2
lambda doublet: -0.018458 omega_0^2
p contribution to singlet shift: 2.90 cm^-1
q contribution to singlet shift: -9.83 cm^-1
singlet shift: -6.93 cm^-1
singlet shift: -0.859 meV
singlet line position: 513.1 cm^-1
doublet shift: -4.80 cm^-1
singlet minus doublet: -2.13 cm^-1
singlet shift per unit strain: -693 cm^-1
wrong shift if eps_zz omitted: -9.83 cm^-1
change if C12/C11 rises by 0.01: 0.074 cm^-1
shift with square root kept: -6.97 cm^-1
second-order root term: -0.046 cm^-1
MODEL CRYSTAL (not silicon)
p, q: -0.5299, -0.8747 omega_0^2
C12/C11: 0.1864
eps_zz/e relaxed, formula: -0.3729, -0.3729
singlet lambda/e numeric, formula: -1.5518, -1.5518 omega_0^2
doublet lambda/e numeric, formula: -1.0784, -1.0784 omega_0^2
relative singlet shift at e=0.01, full: -0.7779 percent
relative singlet shift at e=0.01, linear: -0.7759 percent
site-group operations: 24
independent constants in K_ijkl: 3
tests ok
```
